# Thickness of a Buried Amorphous Layer from a Gaussian Damage Profile: a program that tests the result

```python
"""
Result under test: a Gaussian damage profile whose peak is r times the
amorphization threshold gives a buried amorphous layer of thickness
    T = 2 * sigma * sqrt(2 ln r),   so T = 4.29 sigma for r = 10,
provided that the upper boundary lies below the surface.

Symbols: z depth below the surface (nm), R depth of the damage peak (nm),
sigma standard deviation of the damage profile (nm), dose in ions/nm^2,
E_d damage energy per ion (eV, area of the full Gaussian),
D_c threshold damage density (eV/nm^3), r = peak damage / D_c.
The numerical side scans the profile itself and refines with a root finder.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf

R = 100.0
sigma = 30.0
E_d = 40.0e3
D_c = 500.0
ratio = 10.0
per_nm2_to_per_cm2 = (constants.centi / constants.nano) ** 2


def make_damage(peak_depth, width):
    """Damage density as a function of depth and dose, normalized by quadrature."""
    def shape(z):
        return np.exp(-0.5 * ((z - peak_depth) / width) ** 2)
    area = quad(shape, peak_depth - 12 * width, peak_depth + 12 * width,
                points=[peak_depth], epsabs=1e-12, epsrel=1e-12)[0]
    return lambda z, dose: dose * E_d * shape(z) / area


def peak_value(profile, z_max):
    """Largest value of a profile inside the target, found numerically."""
    best = minimize_scalar(lambda z: -profile(z), bounds=(0.0, z_max),
                           method="bounded", options={"xatol": 1e-7})
    return -best.fun


def onset_dose(damage, z_max):
    """Dose at which the numerical maximum just reaches the threshold."""
    return brentq(lambda dose: peak_value(lambda z: damage(z, dose), z_max) - D_c,
                  1e-3, 1e2, xtol=1e-13)


def find_layer(profile, threshold, z_max):
    """Boundaries of the region at or above threshold, or None if there is none."""
    z = np.linspace(0.0, z_max, 4001)
    inside = np.flatnonzero(profile(z) >= threshold)
    if inside.size == 0:
        return None
    first, last = inside[0], inside[-1]
    assert inside.size == last - first + 1, "region is not a single interval"
    assert last < z.size - 1, "scan range too short"

    def excess(depth):
        return profile(depth) - threshold
    top = 0.0 if first == 0 else brentq(excess, z[first - 1], z[first], xtol=1e-11)
    bottom = brentq(excess, z[last], z[last + 1], xtol=1e-11)
    return top, bottom


def buried_thickness(width, r):
    return 2 * width * np.sqrt(2 * np.log(r))


# Onset dose and the proportionality of peak damage to dose
z_max = R + 8 * sigma
damage = make_damage(R, sigma)
dose_c = onset_dose(damage, z_max)
dose_c_formula = np.sqrt(2 * np.pi) * sigma * D_c / E_d
assert abs(dose_c / dose_c_formula - 1) < 1e-8
dose = ratio * dose_c
peak_damage = peak_value(lambda z: damage(z, dose), z_max)
assert abs(peak_damage / D_c - ratio) < 1e-6

# Main example: boundaries and thickness
top, bottom = find_layer(lambda z: damage(z, dose), D_c, z_max)
thickness = bottom - top
half_width = sigma * np.sqrt(2 * np.log(ratio))
assert top > 0
assert abs(top - (R - half_width)) < 1e-5
assert abs(bottom - (R + half_width)) < 1e-5
assert abs(thickness - buried_thickness(sigma, ratio)) < 1e-5
assert round(thickness / sigma, 2) == 4.29

# The law for other widths, peak depths and ratios
scan = {}
for width, depth in ((10.0, 50.0), (25.0, 90.0), (60.0, 300.0)):
    other = make_damage(depth, width)
    far = depth + 8 * width
    other_onset = onset_dose(other, far)
    for r in (2.0, 10.0, 100.0):
        a, b = find_layer(lambda z: other(z, r * other_onset), D_c, far)
        assert a > 0
        assert abs((b - a) / buried_thickness(width, r) - 1) < 1e-6
        scan[r] = (b - a) / width

# No layer below the onset dose
assert find_layer(lambda z: damage(z, 0.99 * dose_c), D_c, z_max) is None

# Dose at which the layer reaches the surface
surface_dose = brentq(lambda d: damage(0.0, d) - D_c, dose_c, 1e4 * dose_c)
surface_ratio = surface_dose / dose_c
assert abs(surface_ratio / np.exp(R**2 / (2 * sigma**2)) - 1) < 1e-7
assert find_layer(lambda z: damage(z, 0.9 * surface_dose), D_c, z_max)[0] > 0
assert find_layer(lambda z: damage(z, 1.1 * surface_dose), D_c, z_max)[0] == 0

# Beyond that dose the buried formula is too large
high_ratio = 400.0
high_top, high_bottom = find_layer(
    lambda z: damage(z, high_ratio * dose_c), D_c, z_max)
high_thickness = high_bottom - high_top
high_buried = buried_thickness(sigma, high_ratio)
assert high_top == 0
assert abs(high_thickness - (R + sigma * np.sqrt(2 * np.log(high_ratio)))) < 1e-5
assert high_buried > high_thickness + 1.0

# Growth of the thickness with the logarithm of the dose
step = 1e-3
edges_up = find_layer(lambda z: damage(z, dose * np.exp(step)), D_c, z_max)
edges_down = find_layer(lambda z: damage(z, dose * np.exp(-step)), D_c, z_max)
growth = ((edges_up[1] - edges_up[0]) - (edges_down[1] - edges_down[0])) / (2 * step)
assert abs(growth / (2 * sigma / np.sqrt(2 * np.log(ratio))) - 1) < 1e-5
edges_double = find_layer(lambda z: damage(z, 2 * dose), D_c, z_max)
double_thickness = edges_double[1] - edges_double[0]
assert edges_double[0] > 0
assert abs(double_thickness - buried_thickness(sigma, 2 * ratio)) < 1e-5

# Share of the damage energy deposited inside the layer
energy_share = quad(lambda z: damage(z, dose), top, bottom)[0] / (dose * E_d)
assert abs(energy_share - erf(np.sqrt(np.log(ratio)))) < 1e-7


# A saturating amorphous fraction leaves the boundaries unchanged
def amorphous_fraction(z):
    return 1 - 2.0 ** (-damage(z, dose) / D_c)


sat_top, sat_bottom = find_layer(amorphous_fraction, 0.5, z_max)
peak_fraction = peak_value(amorphous_fraction, z_max)
assert abs(sat_top - top) < 1e-6 and abs(sat_bottom - bottom) < 1e-6
assert 0.99 < peak_fraction < 1

print(f"peak depth R = {R:.1f} nm")
print(f"standard deviation sigma = {sigma:.1f} nm")
print(f"damage energy per ion E_d = {E_d / 1e3:.1f} keV")
print(f"threshold damage density D_c = {D_c:.1f} eV/nm^3")
print(f"onset dose = {dose_c:.4f} ions/nm^2")
print(f"onset dose = {dose_c * per_nm2_to_per_cm2:.3e} ions/cm^2")
print(f"chosen ratio r = {ratio:.1f} (dimensionless)")
print(f"dose used = {dose:.4f} ions/nm^2")
print(f"dose used = {dose * per_nm2_to_per_cm2:.3e} ions/cm^2")
print(f"peak damage density = {peak_damage:.1f} eV/nm^3")
print(f"ln r = {np.log(ratio):.5f} (dimensionless)")
print(f"half thickness / sigma = {thickness / (2 * sigma):.4f} (dimensionless)")
print(f"thickness / sigma = {thickness / sigma:.4f} (dimensionless)")
print(f"upper boundary = crystalline cap = {top:.2f} nm")
print(f"lower boundary = {bottom:.2f} nm")
print(f"amorphous thickness = {thickness:.2f} nm")
for r, value in scan.items():
    print(f"scan: thickness / sigma at r = {r:.0f}: {value:.4f} (dimensionless)")
print(f"R / sigma = {R / sigma:.4f} (dimensionless)")
print(f"ratio at which layer reaches surface = {surface_ratio:.1f} (dimensionless)")
print(f"high-dose case r = {high_ratio:.0f} (dimensionless)")
print(f"high-dose thickness, true = {high_thickness:.2f} nm")
print(f"high-dose thickness, buried formula = {high_buried:.2f} nm")
print(f"growth dT/d ln(dose) at r = 10: {growth:.2f} nm")
print(f"thickness at doubled dose (r = 20) = {double_thickness:.2f} nm")
print(f"increase on doubling the dose = {double_thickness - thickness:.2f} nm")
print(f"damage energy share inside layer = {energy_share:.4f} (dimensionless)")
print(f"peak amorphous fraction, saturating model = {peak_fraction:.5f} (dimensionless)")
print("all assertions hold")
```

It prints:

```
peak depth R = 100.0 nm
standard deviation sigma = 30.0 nm
damage energy per ion E_d = 40.0 keV
threshold damage density D_c = 500.0 eV/nm^3
onset dose = 0.9400 ions/nm^2
onset dose = 9.400e+13 ions/cm^2
chosen ratio r = 10.0 (dimensionless)
dose used = 9.3999 ions/nm^2
dose used = 9.400e+14 ions/cm^2
peak damage density = 5000.0 eV/nm^3
ln r = 2.30259 (dimensionless)
half thickness / sigma = 2.1460 (dimensionless)
thickness / sigma = 4.2919 (dimensionless)
upper boundary = crystalline cap = 35.62 nm
lower boundary = 164.38 nm
amorphous thickness = 128.76 nm
scan: thickness / sigma at r = 2: 2.3548 (dimensionless)
scan: thickness / sigma at r = 10: 4.2919 (dimensionless)
scan: thickness / sigma at r = 100: 6.0697 (dimensionless)
R / sigma = 3.3333 (dimensionless)
ratio at which layer reaches surface = 258.7 (dimensionless)
high-dose case r = 400 (dimensionless)
high-dose thickness, true = 203.85 nm
high-dose thickness, buried formula = 207.70 nm
growth dT/d ln(dose) at r = 10: 27.96 nm
thickness at doubled dose (r = 20) = 146.86 nm
increase on doubling the dose = 18.11 nm
damage energy share inside layer = 0.9681 (dimensionless)
peak amorphous fraction, saturating model = 0.99902 (dimensionless)
all assertions hold
```
